**Free-electron Hall voltage of a thin copper film**

The program tests V_H = IB/(net), where I is the current, B the perpendicular field, n the electron density, e the elementary charge and t the film thickness. It sums over electron orbits on the Fermi sphere to build the conductivity tensor, then asserts that the resulting Hall voltage and resistivity agree with the Drude formulas for two fields, two relaxation times and two widths. It also checks the copper electron density by counting lattice points. For diffuse film faces, it asserts that the reduction factors of the longitudinal and Hall conductivities agree with orbits cut off at the faces, and that field reversal removes the voltage of misaligned taps. For 1 mA, 1 T and 20 nm, the output gives a free-electron Hall voltage of 3.67 µV. Diffuse faces change this to 3.83 µV, while a rough bulk Hall coefficient for real copper gives about 2.5 µV.

## Numerical check

```python
"""Free-electron Hall voltage of a thin copper film.

Result under test: V_H = I*B/(n*e*t), positive at the +y edge, for current I
along +x, field B along +z, electron density n and film thickness t.
Width w, electron mass m and relaxation time tau must cancel.
The independent road is a sum over electron orbits on the Fermi sphere, which
gives the conductivity tensor. With diffuse film faces, orbits are cut off at
the last surface collision; this tests the film factors r1 (longitudinal
conductivity) and r2 (Hall conductivity). All quantities are in SI units.
"""
import numpy as np
from scipy.constants import e, hbar, m_e, pi
from scipy.integrate import quad

# Inputs: chosen operating values and rough typical material values
current = 1e-3
field = 1.0
thickness = 20e-9
width = 10e-6
lattice_edge = 0.361e-9
bulk_resistivity = 1.7e-8
rough_hall_coefficient = 5e-11
tap_offset = 0.1e-6
thickness_error = 1e-9
oxide_thickness = 300e-9
oxide_conductivity = 1.4

# Free-electron quantities
density = 4 / lattice_edge**3
k_fermi = (3 * pi**2 * density) ** (1 / 3)
v_fermi = hbar * k_fermi / m_e
tau_bulk = m_e / (density * e**2 * bulk_resistivity)
mean_free_path = v_fermi * tau_bulk


def hall_voltage(i, b, t):
    return i * b / (density * e * t)


def gauss_unit(count):
    """Gauss-Legendre nodes and weights on the interval 0 to 1."""
    x, weight = np.polynomial.legendre.leggauss(count)
    return (x + 1) / 2, weight / 2


def orbit_tensor(b, tau, film_thickness=None):
    """Conductivity tensor from the past velocities of Fermi electrons."""
    depth, w_depth = gauss_unit(60 if film_thickness else 1)
    mu, w_mu = gauss_unit(60)
    node, w_node = gauss_unit(40)
    phi = (2 * pi * np.arange(8) / 8)[None, None, :, None]
    if film_thickness:
        flight = (depth[:, None] * film_thickness
                  / (mu[None, :] * v_fermi * tau))
    else:
        flight = np.full((1, mu.size), np.inf)
    # Memory older than 40 relaxation times is negligible
    memory = np.minimum(flight, 40.0)[:, :, None, None]
    u = memory * node
    weight = (w_depth[:, None, None, None] * w_mu[None, :, None, None]
              * memory * w_node * np.exp(-u) * tau / 8)
    v_plane = v_fermi * np.sqrt(1 - mu**2)[None, :, None, None]
    past_angle = phi - e * b / m_e * tau * u
    now = (v_plane * np.cos(phi), v_plane * np.sin(phi))
    past = (v_plane * np.cos(past_angle), v_plane * np.sin(past_angle))
    states = m_e * k_fermi / (pi**2 * hbar**2)
    return e**2 * states * np.array(
        [[np.sum(weight * a * c) for c in past] for a in now])


# Test: density of fcc sites, by counting points in a large sphere
radius = 30.5
axis = np.arange(-31, 32)
gx, gy, gz = np.meshgrid(axis, axis, axis)
inside = (gx**2 + gy**2 + gz**2 < radius**2) & ((gx + gy + gz) % 2 == 0)
counted = inside.sum() / (4 / 3 * pi * (radius * lattice_edge / 2) ** 3)
assert abs(counted / density - 1) < 0.01

# Test: Hall voltage and resistivity, weak and strong field, any tau and width
for b in (field, 100 * field):
    for tau in (tau_bulk, 0.3 * tau_bulk):
        tensor = orbit_tensor(b, tau)
        for w in (width, 0.3 * width):
            j = current / (w * thickness)
            ex, ey = np.linalg.solve(tensor, [j, 0.0])
            expected = hall_voltage(current, b, thickness)
            assert abs(-ey * w / expected - 1) < 1e-7
            assert abs(ex / j / (m_e / (density * e**2 * tau)) - 1) < 1e-7

# Film factors for fully diffuse faces
kappa = thickness / mean_free_path


def longitudinal_integrand(mu):
    s = kappa / mu
    return 1.5 * (1 - mu**2) * (1 - (1 - np.exp(-s)) / s)


def hall_integrand(mu):
    s = kappa / mu
    return 1.5 * (1 - mu**2) * (1 - 2 / s + np.exp(-s) * (1 + 2 / s))


r1 = quad(longitudinal_integrand, 0, 1)[0]
r2 = quad(hall_integrand, 0, 1)[0]
film_hall_factor = r2 / r1**2
film_resistivity = bulk_resistivity / r1

# Test: film factors against orbits cut off at the faces
j = current / (width * thickness)
v_hall = hall_voltage(current, field, thickness)
bulk_tensor = orbit_tensor(field, tau_bulk)
film_tensor = orbit_tensor(field, tau_bulk, thickness)
assert abs(film_tensor[0, 0] / bulk_tensor[0, 0] / r1 - 1) < 1e-3
assert abs(film_tensor[1, 0] / bulk_tensor[1, 0] / r2 - 1) < 1e-3
ex_plus, ey_plus = np.linalg.solve(film_tensor, [j, 0.0])
assert abs(-ey_plus * width / (v_hall * film_hall_factor) - 1) < 2e-3

# Test: reversing the field removes the voltage of misaligned taps
reverse_tensor = orbit_tensor(-field, tau_bulk, thickness)
ex_minus, ey_minus = np.linalg.solve(reverse_tensor, [j, 0.0])
reading_plus = -(ey_plus * width + ex_plus * tap_offset)
reading_minus = -(ey_minus * width + ex_minus * tap_offset)
half_difference = (reading_plus - reading_minus) / 2
assert abs(half_difference / (v_hall * film_hall_factor) - 1) < 2e-3

# Remaining numbers of the example
drift_speed = j / (density * e)
hall_field = drift_speed * field
v_rough = rough_hall_coefficient * current * field / thickness
film_field = film_resistivity * j
offset_voltage = film_field * tap_offset
v_thinner = hall_voltage(current, field, thickness - thickness_error)
v_thicker = hall_voltage(current, field, thickness + thickness_error)
heat_flux = film_resistivity * j**2 * thickness
heating = heat_flux * oxide_thickness / oxide_conductivity
assert abs(hall_field * width / v_hall - 1) < 1e-12

print(f"Current: {current*1e3:.1f} mA")
print(f"Magnetic field: {field:.1f} T")
print(f"Film thickness: {thickness*1e9:.0f} nm")
print(f"Film width: {width*1e6:.0f} um")
print(f"Lattice edge (rough): {lattice_edge*1e9:.3f} nm")
print(f"Bulk resistivity (rough): {bulk_resistivity*1e8:.1f} uOhm cm")
print(f"Electron density: {density:.3e} m^-3")
print(f"Current density: {j:.2e} A/m^2")
print(f"Drift speed: {drift_speed:.3f} m/s")
print(f"Hall field magnitude: {hall_field:.3f} V/m")
print(f"Free-electron 1/(n e): {1/(density*e):.3e} m^3/C")
print(f"FREE-ELECTRON HALL VOLTAGE: {v_hall*1e6:.3f} uV")
print(f"Same voltage: {v_hall*1e9:.0f} nV")
print(f"Rough real coefficient: {rough_hall_coefficient:.0e} m^3/C")
print(f"Voltage with rough coefficient: {v_rough*1e6:.1f} uV")
print(f"Ratio to free-electron voltage: {v_rough/v_hall:.2f}")
print(f"Relaxation time: {tau_bulk*1e15:.1f} fs")
print(f"Fermi speed: {v_fermi:.2e} m/s")
print(f"Bulk mean free path: {mean_free_path*1e9:.1f} nm")
print(f"Cyclotron angle e B tau/m: {e*field*tau_bulk/m_e:.5f} rad")
print(f"Thickness / mean free path: {kappa:.3f}")
print(f"Film factor r1: {r1:.3f}")
print(f"Film factor r2: {r2:.3f}")
print(f"Hall voltage factor r2/r1^2: {film_hall_factor:.3f}")
print(f"Diffuse-film Hall voltage: {v_hall*film_hall_factor*1e6:.2f} uV")
print(f"Diffuse-film resistivity: {film_resistivity*1e8:.2f} uOhm cm")
print(f"Longitudinal field in film: {film_field:.0f} V/m")
print(f"Tap misalignment: {tap_offset*1e6:.1f} um")
print(f"Misalignment voltage magnitude: {offset_voltage*1e6:.1f} uV")
print(f"Tap reading at +B: {reading_plus*1e6:.2f} uV")
print(f"Tap reading at -B: {reading_minus*1e6:.2f} uV")
print(f"Half difference: {half_difference*1e6:.2f} uV")
print(f"Thickness error: {thickness_error*1e9:.0f} nm")
print(f"Hall voltage if thinner by this: {v_thinner*1e6:.2f} uV")
print(f"Hall voltage if thicker by this: {v_thicker*1e6:.2f} uV")
print(f"Oxide thickness: {oxide_thickness*1e9:.0f} nm")
print(f"Oxide conductivity (rough): {oxide_conductivity:.1f} W/(m K)")
print(f"Heat flux into oxide: {heat_flux:.2e} W/m^2")
print(f"Temperature drop across oxide: {heating*1e3:.1f} mK")
print(f"Filled film subbands, k_F t/pi: {k_fermi*thickness/pi:.0f}")
print("finished without a failed check")
```

It prints:

```
Current: 1.0 mA
Magnetic field: 1.0 T
Film thickness: 20 nm
Film width: 10 um
Lattice edge (rough): 0.361 nm
Bulk resistivity (rough): 1.7 uOhm cm
Electron density: 8.502e+28 m^-3
Current density: 5.00e+09 A/m^2
Drift speed: 0.367 m/s
Hall field magnitude: 0.367 V/m
Free-electron 1/(n e): 7.341e-11 m^3/C
FREE-ELECTRON HALL VOLTAGE: 3.670 uV
Same voltage: 3670 nV
Rough real coefficient: 5e-11 m^3/C
Voltage with rough coefficient: 2.5 uV
Ratio to free-electron voltage: 0.68
Relaxation time: 24.6 fs
Fermi speed: 1.57e+06 m/s
Bulk mean free path: 38.7 nm
Cyclotron angle e B tau/m: 0.00432 rad
Thickness / mean free path: 0.517
Film factor r1: 0.530
Film factor r2: 0.293
Hall voltage factor r2/r1^2: 1.045
Diffuse-film Hall voltage: 3.83 uV
Diffuse-film resistivity: 3.21 uOhm cm
Longitudinal field in film: 160 V/m
Tap misalignment: 0.1 um
Misalignment voltage magnitude: 16.0 uV
Tap reading at +B: -12.21 uV
Tap reading at -B: -19.88 uV
Half difference: 3.83 uV
Thickness error: 1 nm
Hall voltage if thinner by this: 3.86 uV
Hall voltage if thicker by this: 3.50 uV
Oxide thickness: 300 nm
Oxide conductivity (rough): 1.4 W/(m K)
Heat flux into oxide: 1.60e+04 W/m^2
Temperature drop across oxide: 3.4 mK
Filled film subbands, k_F t/pi: 87
finished without a failed check
```
